# Correcting a Beam Width Measured with a Scanned Slit Detector

**Setting.** An ion beam travels along $z$ towards a wafer. Let $j(x)\ge 0$ be its current per unit length along $x$, already integrated over $y$. The total current is $I_0=\int j\,dx$. Averages over the beam are written

$$\langle f\rangle=\frac{1}{I_0}\int f(x)\,j(x)\,dx ,$$

so the mean position is $m=\langle x\rangle$, the variance is $V=\langle x^2\rangle-m^2$, and the rms width is $\sigma=\sqrt V$. Integrals without limits run over the whole axis.

A Faraday cup behind a slit of full width $w$ is moved along $x$. With the slit centred at $s$, the cup collects every ion with $|x-s|<w/2$ and no other, and its reading is proportional to the collected current. The beam is steady, $V$ is finite, and any constant background has been removed. Lengths are in mm and currents in µA.

## Part (a): area and mean

*Write down the collected current $I(s)$. Find the area and the mean position of the curve $I(s)$.*

**Answer.** The collected current is

$$I(s)=\int_{s-w/2}^{s+w/2} j(x)\,dx .$$

For any power $n=0,1,2$, the moment $\int s^n I(s)\,ds$ is a double integral over all pairs $(x,s)$ with $|x-s|<w/2$. The order of integration may be exchanged because $j\ge0$ and its moments up to the second are finite. At fixed $x$, the slit position then runs from $x-w/2$ to $x+w/2$:

$$\int s^n I(s)\,ds=\int j(x)\left[\int_{x-w/2}^{x+w/2}s^n\,ds\right]dx .$$

For $n=0$ the bracket is $w$, so

$$\int I\,ds=wI_0 .$$

The scan therefore also measures the total current, from which the dose rate follows once the ion charge and the implanted area are known. For $n=1$ the bracket is

$$\tfrac12\left[(x+\tfrac w2)^2-(x-\tfrac w2)^2\right]=wx .$$

Dividing $w\int xj\,dx=wI_0m$ by the area $wI_0$ gives the mean $m$. The slit leaves the mean in place, although it can move the peak of an asymmetric profile.

## Part (b): variance

*Show that the variance of the measured curve is $V_{\rm meas}=V+w^2/12$, and interpret the added term.*

**Answer.** For $n=2$ the bracket is

$$\tfrac13\left[(x+\tfrac w2)^3-(x-\tfrac w2)^3\right].$$

The terms in $x^3$ and in $x\,w^2$ cancel. The terms odd in $w$ double:

$$\tfrac13\left[2\cdot3x^2\,\tfrac w2+2\,\tfrac{w^3}{8}\right]=wx^2+\frac{w^3}{12}.$$

Integrating over the beam and dividing by $wI_0$ gives the mean square slit position, $\langle x^2\rangle+w^2/12$. Subtracting the square of the unchanged mean,

$$V_{\rm meas}=V+\frac{w^2}{12},\qquad \sigma=\sqrt{V_{\rm meas}-\frac{w^2}{12}} .$$

No shape was assumed for $j(x)$. The term $w^2/12$ is the variance of a uniform distribution of width $w$. An ion at $x$ is counted at slit positions $s=x+u$, where $u$ is spread evenly over $\pm w/2$ whatever the value of $x$. Variances of independent quantities add.

The result needs a finite variance. For a Lorentzian profile, $x^2j(x)$ tends to a constant far from the centre, so the second moment grows in proportion to the scan range and there is no $V$ to correct.

## Part (c): limits, and a different measure of width

*Find the excess of the measured rms width for a narrow slit. Then take a beam of constant $j$ and full width $b>w$, and find how the slit changes its full width at half maximum.*

**Answer.** For $w\ll\sigma$, expanding the square root gives

$$\sqrt{\sigma^2+\frac{w^2}{12}}\approx\sigma+\frac{w^2}{24\sigma},$$

so the excess falls with the square of the slit width. In the opposite limit, $w\gg\sigma$, the curve has rms width close to $w/\sqrt{12}$ and mostly describes the slit. The beam variance is then a small difference of large numbers. Differentiating $\sigma^2=V_{\rm meas}-w^2/12$ at fixed $V_{\rm meas}$ gives

$$\delta\sigma=-\frac{w\,\delta w}{12\,\sigma},$$

where $\delta w$ is the change in the slit width used in the correction. An error in $w$ matters more as $w/\sigma$ grows.

For the constant beam, the slit lies wholly inside the beam when $|s|<(b-w)/2$, and the signal there is $jw$. It then falls linearly to zero at $|s|=(b+w)/2$. Half the maximum is reached midway, at $|s|=b/2$. The full width at half maximum remains $b$, although the variance has grown from $b^2/12$ to $(b^2+w^2)/12$. The correction in part (b) is a rule for variances and cannot be carried over to half-maximum widths in general.

## Part (d): recovering the width

*The simulated readings below were taken with $w=6$ mm. The slit was at rest during each reading and was moved by $h=3$ mm between readings. Use the eight readings with $|s|\ge30$ mm as the baseline and the other nineteen for the moments. Find $\sigma$ and $I_0$.*

| $s$ | µA | $s$ | µA | $s$ | µA |
|---|---|---|---|---|---|
| −39 | 3.0 | −12 | 12.9 | 15 | 13.5 |
| −36 | 3.1 | −9 | 68.0 | 18 | 5.8 |
| −33 | 3.1 | −6 | 236.4 | 21 | 3.6 |
| −30 | 3.1 | −3 | 469.3 | 24 | 3.0 |
| −27 | 3.2 | 0 | 542.7 | 27 | 3.0 |
| −24 | 2.9 | 3 | 383.5 | 30 | 3.0 |
| −21 | 2.9 | 6 | 186.8 | 33 | 2.9 |
| −18 | 2.9 | 9 | 79.2 | 36 | 2.9 |
| −15 | 3.8 | 12 | 33.8 | 39 | 3.0 |

**Answer.** The eight outer readings sum to 24.1 µA, so the baseline is $24.1/8=3.0125$ µA. After subtracting it from the inner readings,

$$\sum I=1999.96,\qquad \sum sI=6.0,\qquad \sum s^2I=43600,$$

in µA, µA mm and µA mm². The common spacing $h$ cancels in ratios of sums, so

$$\bar s=\frac{6.0}{1999.96}=0.003\ \text{mm},\qquad V_{\rm meas}=\frac{43600}{1999.96}-\bar s^{\,2}=21.80\ \text{mm}^2 .$$

The uncorrected rms width is 4.669 mm. The slit contributes $36/12=3$ mm², hence

$$\sigma=\sqrt{21.80-3.00}=4.336\ \text{mm}.$$

The correction is 0.333 mm. The narrow-slit estimate, $36/(24\times4.336)=0.346$ mm, is already close. From part (a), with the integral replaced by $h\sum I$,

$$I_0=\frac{h\sum I}{w}=\frac{3\times1999.96}{6}=1000.0\ \text{µA}.$$

## Part (e): is the agreement reasonable?

*The simulated beam had 80 % of its current in a Gaussian centred at −1 mm with rms width 3.5 mm, and 20 % in one centred at 4 mm with rms width 5 mm. Each reading had random noise of 0.1 µA rms and was rounded to 0.1 µA. Compare the recovered width with the true one, and estimate its random error.*

**Answer.** The true mean is $0.8(-1)+0.2(4)=0$. Each part contributes its own variance plus the square of its centre:

$$V=0.8(3.5^2+1^2)+0.2(5^2+4^2)=18.8\ \text{mm}^2,\qquad \sigma=4.336\ \text{mm}.$$

For the error, let the net readings change by small amounts $\delta I_k$. To first order,

$$\delta V_{\rm meas}=\frac{\sum_k q_k\,\delta I_k}{\sum I},\qquad q_k=(s_k-\bar s)^2-V_{\rm meas}.$$

The $-V_{\rm meas}$ comes from the change of the denominator. The change of $\bar s$ drops out because $\sum(s_k-\bar s)I_k=0$. Each $\delta I_k$ is the reading's own error minus the common baseline error. If $n$ is the rms error of one reading, the mean of $B=8$ readings has variance $n^2/B$. Adding the independent contributions,

$$\delta V=\frac{n}{\sum I}\sqrt{\sum q_k^2+\frac{(\sum q_k)^2}{B}} .$$

Rounding adds approximately $0.1^2/12$ to the noise variance, so $n=0.104$ µA. The nineteen positions give $\sum q_k\approx4716$ mm² and $\sum q_k^2\approx2.269\times10^6$ mm⁴. Therefore

$$\delta V=\frac{0.104}{2000}\sqrt{2.269\times10^6+\frac{4716^2}{8}}=0.117\ \text{mm}^2,$$

$$\delta\sigma=\frac{\delta V}{2\sigma}=0.013\ \text{mm}.$$

This scan agrees with the true value more closely than its error entitles one to expect; another scan would typically miss by about 0.01 mm. Over 4000 simulated scans the recovered widths had mean 4.3356 mm and scatter 0.0136 mm, in accord with the estimate. The slit correction is about 25 times this error, so leaving it out would cause an error far outside the noise.

This error covers only independent additive noise on a flat baseline, for a beam that has died out before $|s|=30$ mm. Independent fluctuations of the beam current by 1 % rms from reading to reading would by themselves scatter the width by about 0.01 mm. Weak tails matter more. If 1 % of the current is moved into a halo centred at zero with rms width 20 mm, the true width becomes 4.755 mm, but the procedure of part (d) returns 4.438 mm. The readings beyond 27 mm are left out of the moments, and the halo current there is counted as baseline.

## Part (f): step and motion

*Does the 3 mm step add its own $h^2/12$? What changes if the slit moves steadily through 3 mm during each reading?*

**Answer.** With the slit at rest, each reading is a point value of $I(s)$, and the sums approximate the integrals of part (a). By Poisson's summation formula, the error of such a sum comes from the Fourier components of the summed function at wavelengths $h,h/2,\dots$. For a Gaussian part of rms width $\sigma_i$, the first of these carries the factor $e^{-2\pi^2\sigma_i^2/h^2}$. For $\sigma_i=3.5$ mm this is about $2\times10^{-12}$ at $h=3$ mm, but about 0.2 at $h=12$ mm. For noise-free scans begun at eight different positions within one step, the largest variance error was $8\times10^{-11}$ mm² with the 3 mm step and 15.7 mm² with a 12 mm step. For this smooth beam the 3 mm step adds practically nothing, while the 12 mm step ruins the result. A beam with sharp edges needs a finer step. For a constant beam 12 mm wide, centred at zero and scanned with the same slit, readings at multiples of 3 mm give a variance of 13.5 mm² instead of 15 mm².

If the slit moves steadily through a distance $d$ during a reading, the slit position is itself spread evenly over $d$. The argument of part (b) applies a second time and adds $d^2/12$. For $d=3$ mm this is 0.75 mm². Left uncorrected, it would raise the recovered width by 0.086 mm.

## Part (g): the width at the wafer

*Take the beam to be 50 keV boron, with the wafer 20 mm behind the slit. Which neglected effects matter?*

**Answer.** The width found belongs to the plane of the slit. Suppose the beam diverges with slopes proportional to $x$ and of rms value $\theta=0.5^\circ=0.00873$ rad. Over a distance $D$ every position is stretched by the same factor, and the rms width grows by

$$D\theta=20\times0.00873=0.175\ \text{mm}.$$

This is 4 % of $\sigma$ and 13 times the random error. If the slopes had the same rms value but were independent of position, the variances would add instead, and the width would grow by only 0.0035 mm. The width at the wafer can be found by scanning a slit in that plane, or by also measuring the slopes and how they vary with position.

The scale of the space-charge effect can be estimated from a uniform round beam of singly charged ions, without neutralising electrons, of radius $a=2\sigma=8.67$ mm. With ion speed $v=9.36\times10^5$ m/s, the field at its edge is $E=I_0/(2\pi\varepsilon_0av)=2214$ V/m. An edge ion moves outwards by $\tfrac12(eE/M)(D/v)^2$, where $M$ is its mass. Since $\tfrac12Mv^2=eU$ with $U=50$ kV, this equals

$$\frac{ED^2}{4U}=\frac{2214\times0.02^2}{4\times5\times10^4}\ \text{m}=0.0044\ \text{mm},$$

which is negligible here.

Other errors act on the measurement itself. Leaving the 3 µA offset in the nineteen readings would raise the recovered width by 0.731 mm, more than twice the slit correction, because distant readings are weighted by $s^2$. The remaining shifts are all below the random error:

- 0.0058 mm if the slit is 0.05 mm wider than assumed;
- 0.0036 mm for a slit tilted by 1° in a beam of rms height 10 mm, if $x$ and $y$ are uncorrelated;
- −0.0076 mm for jaws 2 mm thick with slopes proportional to $x$ as above, relative to the width in the mid-plane of the jaws (relative to the entry face it is +0.0011 mm; relative to the exit face it is −0.016 mm, slightly more than the random error);
- 0.0013 mm for a gain that rises by 2 % from the negative to the positive end of the scan, and −0.0013 mm if it falls by as much.

The slit tilt matters more when the beam's cross-section is itself tilted. With a correlation coefficient of 0.1 between $x$ and $y$, the same 1° shifts the width by −0.014 or +0.021 mm, depending on the direction of the tilt.

If a constant fraction of secondary electrons escapes from the cup, every reading is multiplied by the same factor. The width is unaffected, but the inferred current, and with it the dose, is wrong.

An energy of 50 keV and a current of 1 mA are roughly in the range of medium-current implanters. The beam shape, divergence and distances are round assumed values, and real beams vary with the tuning of the machine. Of the width changes estimated in this part, once the offset is removed, the largest comes from the distance between slit and wafer, provided the slopes are proportional to $x$: 4.34 mm at the slit then becomes about 4.51 mm at the wafer. The numerical output lists the values used.

## Calculated quantities

```
Input: total current 1000 uA, slit 6.0 mm, step 3.0 mm
Beam part: fraction 0.8, centre -1.0 mm, rms 3.5 mm
Beam part: fraction 0.2, centre 4.0 mm, rms 5.0 mm
Input: offset 3.0, noise 0.1, resolution 0.1 uA
Added variance, two-Gaussian, w = 6 mm: 3.0000 mm^2
Added variance, two-Gaussian, w = 10 mm: 8.3333 mm^2
Added variance, one-sided exponential, w = 6 mm: 3.0000 mm^2
Added variance, one-sided exponential, w = 10 mm: 8.3333 mm^2
Added variance, top-hat, w = 6 mm: 3.0000 mm^2
Added variance, top-hat, w = 10 mm: 8.3333 mm^2
Rule w^2/12 for 6 and 10 mm: 3.0000, 8.3333 mm^2
Top-hat FWHM, slit 6 and 10 mm: 12.000, 12.000 mm
True mean 0.000 mm, variance 18.800 mm^2, rms 4.336 mm
Ideal scan: variance 21.800 mm^2, rms 4.669 mm
Worst variance error, step 3 mm: 8.2e-11 mm^2
Worst variance error, step 12 mm: 15.7 mm^2
Readings, position (mm): current (uA)
  -39: 3.0  -36: 3.1  -33: 3.1  -30: 3.1  -27: 3.2
  -24: 2.9  -21: 2.9  -18: 2.9  -15: 3.8  -12: 12.9
  -9: 68.0  -6: 236.4  -3: 469.3  0: 542.7  3: 383.5
  6: 186.8  9: 79.2  12: 33.8  15: 13.5  18: 5.8
  21: 3.6  24: 3.0  27: 3.0  30: 3.0  33: 2.9
  36: 2.9  39: 3.0
Readings for baseline 8, for moments 19
Baseline 3.0125 uA
Sum of net readings 1999.96 uA
Sum of s*I 6.0 uA mm, of s^2*I 43600 uA mm^2
Scan mean 0.0030 mm, variance 21.801 mm^2
Uncorrected rms 4.669 mm
Corrected variance 18.801 mm^2
Recovered rms 4.336 mm, estimated error 0.013 mm
Noise per reading 0.104 uA, variance error 0.117 mm^2
Recovered total current 1000.0 uA
4000 scans: mean rms 4.3356 mm, scatter 0.0136 mm
Shifts of the recovered rms width if neglected:
  offset left in: 0.731 mm
  slit moving 3 mm per reading: 0.086 mm
  tilt 1.0 deg, beam height rms 10 mm: 0.0036 mm
  slit wider by 0.05 mm: 0.0058 mm
  jaws 2 mm thick, divergence 0.5 deg rms: -0.0076 mm
  gain drift 2 % over the scan: 0.0013 mm
Shot noise at peak, 10 ms dwell: 9.3e-05 uA
Slit to wafer 20 mm: rms growth by divergence 0.175 mm
Boron ion 50 keV: speed 9.362e+05 m/s
Bare beam radius 8.67 mm, edge field 2214 V/m
Edge growth by space charge to wafer 0.0044 mm
```
